# Vacant Nickel Sites in Aluminium-Rich B2 Nickel Aluminide: test program

```python
"""Vacant nickel sites in Al-rich B2 NiAl.

Result under test: with a full Al sublattice and no antisites,
    v = 2 - 1/x,
where x = Al atoms / all atoms and v = empty Ni sites / all Ni sites.
Other symbols:
    a = fraction of Ni sites holding Al
    b = fraction of Al sites holding Ni
    w = fraction of Al sites that are empty
    s = extra Al atoms per cell from an Al-terminated film
Explicit site counting and free-energy minimization test the formulas.
"""
import numpy as np
from scipy import constants
from scipy.special import gammaln

EMPTY, AL, NI = 0, 1, 2


def vacancy_fraction(x, a=0.0, b=0.0, w=0.0):
    return 2 - w - (1 - b - w + a) / x


def film_vacancy_fraction(x, s):
    return 2 + s - (1 + s) / x


def change_until_composition(al_sites, ni_sites, percent_al, new_label):
    """Change Ni atoms one by one until the counted Al percentage is reached."""
    al_sites = al_sites.copy()
    ni_sites = ni_sites.copy()
    for site in range(ni_sites.size):
        n_al = np.sum(al_sites == AL) + np.sum(ni_sites == AL)
        n_atoms = np.sum(al_sites != EMPTY) + np.sum(ni_sites != EMPTY)
        if 100 * n_al >= percent_al * n_atoms:
            return al_sites, ni_sites
        ni_sites[site] = new_label
    raise RuntimeError("composition not reached")


# Inputs of the worked example; energies are round model parameters.
x = 0.52
percent_al = 52
lattice_nm = 0.289
thickness_nm = 20.0
temperature_K = 673.0
antisite_energy_eV = 1.0
triple_energy_eV = 2.0
mass_al_u = 26.98
mass_ni_u = 58.69
composition_error = 0.005
frozen_fraction = 0.01
contraction = 0.005

v = vacancy_fraction(x)

# Bulk crystal: remove Ni atoms and count the empty sites.
cells = 26**3
full_al = np.full(cells, AL)
full_ni = np.full(cells, NI)
vac_al, vac_ni = change_until_composition(
    full_al, full_ni, percent_al, EMPTY)
counted_v = np.mean(vac_ni == EMPTY)
assert abs(counted_v - v) < 1.1 / cells

# Alternative crystal: replace Ni by Al, leaving no vacancy.
anti_al, anti_ni = change_until_composition(
    full_al, full_ni, percent_al, AL)
a_only = 2 * x - 1
assert abs(np.mean(anti_ni == AL) - a_only) < 1.1 / cells

# General balance on a crystal containing all four defects.
rng = np.random.default_rng(4)
for nv, na, nb, nw in [(1400, 200, 50, 30), (900, 500, 20, 80)]:
    mixed_ni = full_ni.copy()
    mixed_ni[:nv] = EMPTY
    mixed_ni[nv:nv + na] = AL
    mixed_al = full_al.copy()
    mixed_al[:nb] = NI
    mixed_al[nb:nb + nw] = EMPTY
    rng.shuffle(mixed_ni)
    rng.shuffle(mixed_al)
    occupied = np.concatenate((mixed_ni, mixed_al))
    occupied = occupied[occupied != EMPTY]
    counted_x = np.mean(occupied == AL)
    recovered = vacancy_fraction(
        counted_x, na / cells, nb / cells, nw / cells)
    assert abs(recovered - nv / cells) < 1e-12

# Densities: formulas against a sum over every occupied site.
cell_cm3 = (lattice_nm * 1e-7)**3
u_gram = constants.atomic_mass * 1e3
density_full = (mass_al_u + mass_ni_u) * u_gram / cell_cm3
density_vac = (mass_al_u + (1 - v) * mass_ni_u) * u_gram / cell_cm3
density_anti = ((1 + a_only) * mass_al_u
                + (1 - a_only) * mass_ni_u) * u_gram / cell_cm3
site_mass = np.array([0.0, mass_al_u, mass_ni_u])
for al_sites, ni_sites, predicted in [
        (vac_al, vac_ni, density_vac),
        (anti_al, anti_ni, density_anti)]:
    total_mass = site_mass[al_sites].sum() + site_mass[ni_sites].sum()
    counted_density = total_mass * u_gram / (cells * cell_cm3)
    # One atom too many or too few is the counting resolution.
    assert abs(counted_density / predicted - 1) < 1.1 / cells

# Film with an additional Al plane, counted on an explicit slab.
layers = round(thickness_nm / lattice_nm)
sites_per_plane = 26**2
slab_al = np.full((layers + 1) * sites_per_plane, AL)
slab_ni = np.full(layers * sites_per_plane, NI)
_, slab_ni = change_until_composition(
    slab_al, slab_ni, percent_al, EMPTY)
v_film = film_vacancy_fraction(x, 1 / layers)
assert abs(np.mean(slab_ni == EMPTY) - v_film) < 1.1 / slab_ni.size

# Al antisites: minimize F/kT at fixed atom numbers, free cell number.
n_al, n_ni = 1_300_000, 1_200_000
reduced_energy = 1.0
A = np.arange(1, (n_al - n_ni) // 2)
M = n_al - A
V = M - n_ni - A
log_ways = (gammaln(M + 1) - gammaln(V + 1)
            - gammaln(A + 1) - gammaln(n_ni + 1))
best = np.argmin(reduced_energy * A - log_ways)
assert 0 < best < A.size - 1
ratio = (A[best] / M[best]) / (V[best] / M[best])**2
# Integer defect numbers limit the agreement.
assert abs(ratio / np.exp(-reduced_energy) - 1) < 0.005

# Ni antisites: each is created with two Ni vacancies.
reduced_energy = 10.0
B = np.arange(1, 100_000)
M = n_al + B
N = n_ni - B
V = M - N
log_ways = (gammaln(M + 1) - gammaln(V + 1) - gammaln(N + 1)
            + gammaln(M + 1) - gammaln(B + 1) - gammaln(n_al + 1))
best = np.argmin(reduced_energy * B - log_ways)
assert 0 < best < B.size - 1
v_best = V[best] / M[best]
b_best = B[best] / M[best]
ratio = b_best * v_best**2 / (1 - v_best)
assert abs(ratio / np.exp(-reduced_energy) - 1) < 0.005

# Example: v is almost unchanged by these tiny equilibrium fractions.
kT_eV = constants.k * temperature_K / constants.e
a_equil = v**2 * np.exp(-antisite_energy_eV / kT_eV)
b_equil = (1 - v) * np.exp(-triple_energy_eV / kT_eV) / v**2
assert abs(vacancy_fraction(x, a=a_equil, b=b_equil) - v) < 1e-6
areal_vacancies = v * thickness_nm / lattice_nm**3
v_low = vacancy_fraction(x - composition_error)
v_high = vacancy_fraction(x + composition_error)
v_a = vacancy_fraction(x, a=frozen_fraction)
v_b = vacancy_fraction(x, b=frozen_fraction)
v_w = vacancy_fraction(x, w=frozen_fraction)
density_gap = density_anti / density_vac - 1
density_rise = (1 - contraction)**-3 - 1

print(f"Al content: {100*x:.1f} at%")
print(f"Vacant Ni sites: {100*v:.3f} % of Ni sites")
print(f"Vacant sites: {50*v:.3f} % of all sites")
print(f"Linear estimate: {400*(x-0.5):.3f} % of Ni sites")
print(f"Explicit crystal: {cells} cells")
print(f"Empty Ni sites counted: {np.sum(vac_ni == EMPTY)} sites")
print(f"Lattice parameter: {lattice_nm:.3f} nm")
print(f"Film thickness: {thickness_nm:.1f} nm")
print(f"Ni vacancies per film area: {areal_vacancies:.1f} nm^-2")
print(f"Al atomic mass: {mass_al_u:.2f} u")
print(f"Ni atomic mass: {mass_ni_u:.2f} u")
print(f"Density, perfect 50 at% crystal: {density_full:.3f} g/cm3")
print(f"Density, vacancies only: {density_vac:.3f} g/cm3")
print(f"Density, Al antisites only: {density_anti:.3f} g/cm3")
print(f"Al antisites in that picture: {100*a_only:.2f} % of Ni sites")
print(f"Density excess, antisite over vacancy: {100*density_gap:.2f} %")
print(f"Assumed lattice contraction: {100*contraction:.2f} %")
print(f"Density rise from contraction: {100*density_rise:.2f} %")
print(f"Composition error: +/- {100*composition_error:.2f} at%")
print(f"Vacant Ni sites at lower Al content: {100*v_low:.2f} %")
print(f"Vacant Ni sites at higher Al content: {100*v_high:.2f} %")
print(f"Frozen-in defect, each case: {100*frozen_fraction:.2f} % of sites")
print(f"Vacant Ni sites with Al antisites: {100*v_a:.2f} %")
print(f"Vacant Ni sites with Ni antisites: {100*v_b:.2f} %")
print(f"Vacant Ni sites with Al vacancies: {100*v_w:.2f} %")
print(f"Process temperature: {temperature_K:.0f} K")
print(f"Thermal energy kT: {kT_eV:.4f} eV")
print(f"Al antisite energy E_a: {antisite_energy_eV:.2f} eV")
print(f"Triple defect energy E_t: {triple_energy_eV:.2f} eV")
print(f"Equilibrium Al antisites: {a_equil:.2e} per Ni site")
print(f"Equilibrium Ni antisites: {b_equil:.2e} per Al site")
print(f"Cells through film: {layers} cells")
print(f"Vacant Ni sites, Al-terminated film: {100*v_film:.2f} %")
print("OK")
```

Running it gives:

```
Al content: 52.0 at%
Vacant Ni sites: 7.692 % of Ni sites
Vacant sites: 3.846 % of all sites
Linear estimate: 8.000 % of Ni sites
Explicit crystal: 17576 cells
Empty Ni sites counted: 1352 sites
Lattice parameter: 0.289 nm
Film thickness: 20.0 nm
Ni vacancies per film area: 63.7 nm^-2
Al atomic mass: 26.98 u
Ni atomic mass: 58.69 u
Density, perfect 50 at% crystal: 5.894 g/cm3
Density, vacancies only: 5.583 g/cm3
Density, Al antisites only: 5.806 g/cm3
Al antisites in that picture: 4.00 % of Ni sites
Density excess, antisite over vacancy: 4.00 %
Assumed lattice contraction: 0.50 %
Density rise from contraction: 1.52 %
Composition error: +/- 0.50 at%
Vacant Ni sites at lower Al content: 5.83 %
Vacant Ni sites at higher Al content: 9.52 %
Frozen-in defect, each case: 1.00 % of sites
Vacant Ni sites with Al antisites: 5.77 %
Vacant Ni sites with Ni antisites: 9.62 %
Vacant Ni sites with Al vacancies: 8.62 %
Process temperature: 673 K
Thermal energy kT: 0.0580 eV
Al antisite energy E_a: 1.00 eV
Triple defect energy E_t: 2.00 eV
Equilibrium Al antisites: 1.92e-10 per Ni site
Equilibrium Ni antisites: 1.64e-13 per Al site
Cells through film: 69 cells
Vacant Ni sites, Al-terminated film: 6.35 %
OK
```
